# Exciton levels of three identical coupled ligand transitions in a tris-chelate

## The situation

In a tris-chelate complex, three identical bidentate ligands surround one metal ion like the blades of a propeller. Each ligand can absorb light on its own. In the complex, an excitation placed on one ligand can pass to another through the Coulomb interaction, so "ligand 1 is excited" is no longer a stationary state. What are the stationary states, how far are they shifted, and in which polarisation do they absorb?

## The model

The metal has a closed shell and the complex has D3 symmetry: a threefold axis, and a twofold axis through the metal and the midpoint of each ligand. Ligand $k$ has a ground state $g_k$ and one non-degenerate excited state $e_k$, with real wavefunctions. The nuclei are fixed, and electron exchange between ligands is neglected. The Hamiltonian is
$$H=\sum_k h_k+\sum_{k<l}U_{kl},$$
where $h_k$ belongs to ligand $k$ in the static field of the metal and $U_{kl}$ is the Coulomb interaction of two ligands.

Let $|k\rangle$ be the product state with ligand $k$ excited and the other two in their ground states. We keep these three states and measure energies from the product ground state. If $\epsilon$ is the excitation energy of $h_k$, the diagonal element is
$$E_0=\epsilon+\sum_{l\ne k}\big[\langle e_kg_l|U_{kl}|e_kg_l\rangle-\langle g_kg_l|U_{kl}|g_kg_l\rangle\big].$$
It is the same for all ligands by symmetry. Thus $E_0$ already contains a static shift from the neighbours and is not the excitation energy of a free ligand.

In $\langle k|H|l\rangle$ with $k\ne l$, ligands $k$ and $l$ both change state. Any term that fails to act on both contains a factor $\langle e|g\rangle=0$. What remains is
$$V_{kl}=\langle e_kg_l|U_{kl}|g_ke_l\rangle .$$

**Phase convention.** Define $|2\rangle=C_3|1\rangle$ and $|3\rangle=C_3|2\rangle$. Since $C_3^3=1$, also $C_3|3\rangle=|1\rangle$. Because $H$ commutes with $C_3$, $V_{12}=V_{23}=V_{31}$. Because the functions are real, $V_{kl}=V_{lk}$. One real number $V$ therefore describes all the couplings.

## The levels

In the basis $|1\rangle,|2\rangle,|3\rangle$,
$$H=\begin{pmatrix}E_0&V&V\\V&E_0&V\\V&V&E_0\end{pmatrix}=(E_0-V)\,I+V\,J,$$
where every element of $J$ is 1. Subtracting $V$ in the first term corrects the diagonal for the $V$ that $J$ adds there.

Acting on any vector, $J$ replaces each component by the sum $c_1+c_2+c_3$. There are two cases.

- For $(1,1,1)/\sqrt3$, $J$ multiplies the vector by 3. The energy is $(E_0-V)+3V=E_0+2V$.
- For any vector with $c_1+c_2+c_3=0$, $J$ gives zero and the energy is $E_0-V$. Such vectors fill a two-dimensional space, spanned for instance by $(1,-1,0)/\sqrt2$ and $(1,1,-2)/\sqrt6$.

Hence
$$\boxed{E_{\rm single}=E_0+2V,\qquad E_{\rm pair}=E_0-V\ \text{(twice)}.}$$
The shifts add to $2V-V-V=0$, as the trace requires. In the single state, each ligand receives amplitude in phase from two neighbours, hence $2V$. The splitting is $3|V|$. For $V>0$ the single level is the upper one, and for $V<0$ the lower one.

## What the sign of the coupling means

Replacing $|1\rangle$ by $-|1\rangle$ reverses $V_{12}$ and $V_{31}$, yet cannot change an energy. To see what does matter, set $x=E-E_0$ and expand the determinant for three general real couplings:
$$x^3-(V_{12}^2+V_{23}^2+V_{31}^2)\,x-2V_{12}V_{23}V_{31}=0.$$
The squares ignore signs, and the product is unchanged when two factors are reversed. For equal couplings the equation becomes
$$x^3-3V^2x-2V^3=(x-2V)(x+V)^2=0,$$
which confirms the levels. The sign of the product $V_{12}V_{23}V_{31}$ is thus a physical property of the trimer. Two coupled ligands differ in this respect: their levels $E_0\pm V$ form the same set for either sign.

It also matters that $V$ is real. Threefold symmetry alone would permit $\langle k|H|k+1\rangle=Ve^{i\phi}$ around the ring. For amplitudes $c_k\propto e^{2\pi imk/3}$, with $m=0,\pm1$, the neighbours contribute $Ve^{i\phi}e^{2\pi im/3}$ and its complex conjugate, so
$$E_m=E_0+2V\cos\!\left(\phi+\frac{2\pi m}{3}\right).$$
For general $\phi$ these are three distinct levels. Time reversal, which permits real functions here, makes the coupling real, so $\phi=0$ with $V$ of either sign. The twofold axes of D3 enforce the same result on their own: with the relations of the next section, $\langle1|H|2\rangle=\langle1|H|3\rangle=\langle3|H|1\rangle^*=\langle1|H|2\rangle^*$. Then $\cos(\pm2\pi/3)=-\tfrac12$ restores the pair at $E_0-V$.

## Symmetry labels

Take a transition polarised along the long axis of the ligand, from donor atom to donor atom. The twofold axis through ligand 1 exchanges its donors and so reverses this dipole. With an even ground state, $C_2|1\rangle=-|1\rangle$. For the other ligands use $C_2C_3=C_3^{-1}C_2$:
$$C_2|2\rangle=C_2C_3|1\rangle=C_3^{-1}C_2|1\rangle=-C_3^{-1}|1\rangle=-|3\rangle .$$
Likewise $C_2|3\rangle=-|2\rangle$. The sum $|1\rangle+|2\rangle+|3\rangle$ is unchanged by $C_3$ and reversed by $C_2$, which is the behaviour called A2. Under $C_3$ the three-state basis has trace 0. Removing the single state leaves trace $-1$ for the pair, as for the representation E.

## The coupling from the geometry

The Coulomb integral for $V_{12}$ couples two transition charge densities. Each has zero total charge, because $\langle e|g\rangle=0$. Let $\mathbf a$ and $\mathbf b$ be positions within ligands 1 and 2, measured from their centres, and $\mathbf r$ the vector from centre 1 to centre 2. Expand $1/|\mathbf r+\mathbf b-\mathbf a|$. Terms without both $\mathbf a$ and $\mathbf b$ vanish on integration. The first survivor is
$$-\sum_{ij}a_ib_j\,\partial_i\partial_j\frac1r=\sum_{ij}a_ib_j\,\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3}.$$
Integration turns $\mathbf a$ and $\mathbf b$ into transition dipoles $\mu\mathbf u_1$ and $\mu\mathbf u_2$, so at leading order
$$V=\frac{\mu^2}{4\pi\varepsilon_0r^3}\big[\mathbf u_1\!\cdot\!\mathbf u_2-3(\mathbf u_1\!\cdot\!\hat{\mathbf r})(\mathbf u_2\!\cdot\!\hat{\mathbf r})\big].$$

Put the threefold axis along $z$ and the dipole centres at distance $R$ from the metal, at azimuths $\alpha_k=0^\circ,120^\circ,240^\circ$. The long axis is perpendicular to the radial twofold axis, so
$$\mathbf u_k=\cos\theta\,\hat{\mathbf z}+\sin\theta\,\mathbf t_k,\qquad \mathbf t_k=(-\sin\alpha_k,\cos\alpha_k,0).$$
For ligands 1 and 2:

- $r^2=R^2(2-2\cos120^\circ)=3R^2$, so $r=\sqrt3R$.
- $\hat{\mathbf r}=(-\tfrac{\sqrt3}{2},\tfrac12,0)$, $\mathbf t_1=(0,1,0)$ and $\mathbf t_2=(-\tfrac{\sqrt3}{2},-\tfrac12,0)$.
- $\mathbf t_1\cdot\hat{\mathbf r}=\tfrac12$ and $\mathbf t_2\cdot\hat{\mathbf r}=\tfrac34-\tfrac14=\tfrac12$.
- $\mathbf u_1\cdot\mathbf u_2=\cos^2\theta-\tfrac12\sin^2\theta$.

The bracket is $\cos^2\theta-\tfrac12\sin^2\theta-\tfrac34\sin^2\theta$, and therefore
$$V=\frac{\mu^2}{4\pi\varepsilon_0r^3}\,\kappa,\qquad \kappa=\cos^2\theta-\tfrac54\sin^2\theta .$$

In a regular octahedron, a chelate may span the edge from $(0,-1,0)$ to $(1,0,0)$. Its direction is $(1,1,0)/\sqrt2$ and the threefold axis is $(1,1,1)/\sqrt3$. Then $\cos\theta=2/\sqrt6$, $\cos^2\theta=\tfrac23$ and $\theta=35.26^\circ$. This gives $\kappa=\tfrac23-\tfrac5{12}=\tfrac14$: the coupling is positive, and A2 lies above E.

The small $\kappa$ is a difference of larger terms. It vanishes at $\tan^2\theta=\tfrac45$, or $\theta=41.81^\circ$, and beyond that angle the order of the levels is reversed. This angle belongs to point dipoles; for pairs of charges 0.200 nm apart the zero moves to about $42.8^\circ$.

## Which level absorbs, and how

For amplitudes $c_k$, the transition dipole is $\mu\sum_kc_k\mathbf u_k$. In the A2 state the tangential parts cancel, since $\sum_k\mathbf t_k=0$, and
$$\boldsymbol\mu_{A_2}=\frac{\mu}{\sqrt3}\,3\cos\theta\,\hat{\mathbf z}=\sqrt3\,\mu\cos\theta\,\hat{\mathbf z},\qquad D_{A_2}=3\mu^2\cos^2\theta .$$
In the pair the axial part is $\mu\cos\theta\sum_kc_k=0$, so E absorbs light polarised across the axis. The change of basis is orthogonal and conserves the total strength $3\mu^2$. Hence $D_E=3\mu^2\sin^2\theta$ for both members together. In the octahedral geometry $D_{A_2}:D_E=2:1$.

Two limits show how geometry and intensity are linked. At $\theta=0$ the dipoles are parallel to the axis, $\kappa=1$, and the upper single level has all the strength. At $\theta=90^\circ$ they lie head to tail around a ring, $\kappa=-\tfrac54$, and the single level is lowest and dark; the pair above it has all the strength.

## Worked example

Take the round values $E_0=4.300$ eV, $\mu=4.00$ D and $R=0.250$ nm in octahedral geometry. Then $r=\sqrt3\times0.250=0.433$ nm and $\mu^2/(4\pi\varepsilon_0r^3)=0.1230$ eV, so
$$V=\tfrac14\times0.1230=0.0308\ \text{eV}.$$
The levels are
$$E_{A_2}=4.300+0.0615=4.362\ \text{eV},\qquad E_E=4.300-0.0308=4.269\ \text{eV},$$
corresponding to 284.3 nm and 290.4 nm. The splitting is 0.092 eV. The strengths are $3\times16\times\tfrac23=32$ D² along the axis and 16 D² across it.

With random orientation, the strength-weighted mean energy is
$$\tfrac23(E_0+2V)+\tfrac13(E_0-V)=E_0+V=4.331\ \text{eV}.$$

## Vibrations: levels as band centres

The levels above refer to fixed nuclei. Now give each ligand one vibration of quantum $w$, whose equilibrium position shifts when that ligand is excited:
$$H_{\rm vib}=w\sum_kb_k^\dagger b_k+w\sqrt S\sum_k|k\rangle\langle k|\,(b_k+b_k^\dagger).$$
Here $S$ is the Huang-Rhys factor and $E_0$ remains the vertical energy. Light acting on the vibrational ground state prepares $|\psi\rangle|0\rangle$, where $|\psi\rangle$ is an exciton state, provided the dipoles do not depend on the vibrations. The linear term has zero mean in $|0\rangle$. The centroid of the polarised band, weighted by dipole strength, is therefore still $E_0+2V$ or $E_0-V$.

The deviation from the mean comes from creating one quantum:
$$(H_{\rm tot}-\bar E)|\psi\rangle|0\rangle=w\sqrt S\sum_kc_k|k\rangle|1_k\rangle .$$
Its squared norm is $w^2S\sum_k|c_k|^2=w^2S$, so each band has standard deviation $w\sqrt S$. For $w=0.170$ eV and $S=1$ this is 0.170 eV, or 1.84 times the exciton splitting. In this example each level is the mean energy of a vibrational progression, not the position of a single line or of an absorption maximum. The two progressions overlap in energy and differ in polarisation.

The lowest vibronic levels split by less. Completing the square,
$$w\,b^\dagger b+w\sqrt S\,(b+b^\dagger)=w(b^\dagger+\sqrt S)(b+\sqrt S)-wS,$$
so the relaxed state is a vacuum displaced by $-\sqrt S$, with overlap $e^{-S/2}$ with the undisplaced one. Transfer needs one such overlap on the ligand that loses the excitation and another on the one that gains it. To first order in $V$, the coupling becomes $Ve^{-S}$ and the splitting $3Ve^{-S}=0.0339$ eV. Diagonalization gives 0.0303 eV, 11% below this estimate. With $V$ reduced a hundredfold at the same $w$ and $S$, the two agree within 1%, so the difference comes from higher orders in $V$.

## Other corrections

**Double excitations.** The interaction can also raise two ligands together, with the same amplitude $V$ for real functions. The ground state couples to three such states near $2E_0$ and falls by $3V^2/(2E_0)$. The A2 state couples to the triply excited state with amplitude $3V/\sqrt3=\sqrt3V$ and falls equally at this order. The pair does not couple to it, because $\sum_kc_k=0$. The E transition therefore rises by $3V^2/(2E_0)=0.0003$ eV, while the A2 shift cancels at second order. This count assumes that an excited ligand has the same static charge distribution as an unexcited one. A change of permanent dipole on excitation also couples single to double excitations; for a radial change of 4 D the E shift becomes $-0.0003$ eV. All these effects are negligible here.

**Unequal ligands.** Raise the site energy of ligand 1 by $d$. The pair state $(0,1,-1)/\sqrt2$ has no weight there and stays put. The state $(2,-1,-1)/\sqrt6$ has weight $\tfrac46$ there and rises by $2d/3$ to first order. For $d=0.010$ eV the estimate is 0.0067 eV and diagonalization gives 0.0064 eV. With the couplings kept equal, such an offset thus lifts the exact degeneracy.

**Another ligand transition.** A radially polarised transition at 6.000 eV, also of 4.00 D, pushes the E pair down by 0.0019 eV. A2 does not move: radial dipoles are unchanged by their twofold axes and give A1+E, with no A2 partner.

**Finite size.** Replacing each point dipole by two charges 0.200 nm apart, at fixed $\mu$, changes $V$ from 0.03075 to 0.03083 eV. This close agreement belongs to one length and one angle. It does not show that point dipoles represent a real transition density well when its extent is about half of $r$.

## Beside real precursors

The parameters are round model values, chosen with tris(β-diketonate) complexes of closed-shell trivalent metals in mind. Such complexes serve as vapour precursors, but the values are not fitted to any of them. The distance $R$ needs particular care, because it marks the centre of the transition density, not of the ligand's atoms. At fixed $\mu$ and $\theta$ the point-dipole coupling varies as $R^{-3}$, so a centre at 0.200 nm instead of 0.250 nm would nearly double $V$. A rough estimate points that way. The CIS/6-31G transition density of the parent β-diketonate anion, placed at a metal-oxygen distance of 0.189 nm with no metal present and not tested for basis convergence, is centred near 0.19 nm. It gives a positive $V$ of about 0.09 eV when scaled to 4 D, and a point dipole at that centre is about a quarter too low. With a coupling of that size the splitting would exceed $w\sqrt S$, unlike the example above. At 450 K the Boltzmann factor of the 0.170 eV vibration is 0.012, so starting from its ground state is reasonable. Softer metal-ligand vibrations are not covered by that estimate.

A real chelate need not span a regular octahedral edge, and this assumption is a sensitive one. Since $d\kappa/d\theta=-\tfrac94\sin2\theta$, which is $-2.12$ per radian at the octahedral angle, an increase of $\theta$ by one degree lowers $\kappa$ by 0.037. That is 15% of the point-dipole $V$, with $\mu$ and $R$ held fixed (13% for charge pairs 0.200 nm apart). Orbital overlap between ligands, charge-transfer states and Jahn-Teller coupling of the E pair to metal-ligand vibrations are not calculated here. The splitting of 0.092 eV is therefore a model value, not a prediction for a given precursor. The numerical output below lists the values to more digits.

## Numbers as computed

```
INPUTS (round model values)
Ligand excitation energy E0: 4.300 eV
Transition dipole mu: 4.00 D
Metal-to-dipole distance R: 0.250 nm
COUPLING AND LEVELS
Distance between dipoles r: 0.4330 nm
Octahedral dipole angle theta: 35.26 degrees
Angular factor: 0.2500 (dimensionless)
Dipole energy scale mu^2/(4 pi eps0 r^3): 0.12300 eV
Coupling V: 0.03075 eV
Angle where V changes sign: 41.81 degrees
Single level A2, from diagonalization: 4.36150 eV
Pair level E, first member: 4.26925 eV
Pair level E, second member: 4.26925 eV
Shift of A2 from E0: +0.06150 eV
Shift of E from E0: -0.03075 eV
Splitting A2 minus E: 0.09225 eV
Wavelength of A2: 284.27 nm
Wavelength of E: 290.41 nm
Dipole strength of A2, along axis: 32.000 D^2
Dipole strength of E pair, across axis: 16.000 D^2
NEGLECTED EFFECTS
Assumed dipole length: 0.200 nm
V with finite dipole length: 0.03083 eV
Splitting with finite dipole length: 0.09249 eV
Double excitations, shift of E: +0.000327 eV
Double excitations, shift of A2: -0.000005 eV
Radial transition energy: 6.000 eV
Radial transition dipole: 4.00 D
Radial transition, shift of E: -0.00187 eV
Radial transition, shift of A2: 0.00000 eV
Energy offset of one ligand: 0.0100 eV
Pair splitting from that offset: 0.00642 eV
First-order estimate of it: 0.00667 eV
Vibrational quantum w: 0.170 eV
Huang-Rhys factor S: 1.00 (dimensionless)
Centroid of A2 band: 4.36150 eV
Centroid of E band: 4.26925 eV
Standard deviation of each band: 0.1700 eV
Band deviation over splitting: 1.843
Lowest vibronic splitting, computed: 0.03026 eV
Weak-coupling estimate of it: 0.03394 eV
Temperature of use: 450 K
Thermal energy kT: 0.03878 eV
Boltzmann factor exp(-w/kT): 0.01248
```
